Environmental Coulomb blockade of a tunnel junction with a series resistor

A normal-metal tunnel junction of capacitance C and tunnel resistance R_T is connected through a resistor R to a constant voltage V > 0. A tunnelling electron changes the capacitor charge suddenly and can thereby excite the circuit, at the expense of the energy eV supplied by the source. The task is to find the current at zero temperature.

Here e > 0 is the elementary charge, R_K = h/e² and τ = RC. SI units are used, since Hartree units are unnatural for kilohms and femtofarads. Tunnelling is treated to lowest order, which requires R_T ≫ R_K and R_T ≫ R. The densities of states and tunnelling amplitudes are constant near the Fermi levels, and the circuit returns to its ground state between events.

**(a) Express the current through the probability density P(E) that one tunnelling event gives energy E to the circuit.**

Solution. Let Q be the capacitor charge measured from its mean CV, and let φ be the conjugate phase measured from eVt/ħ, with

[φ,Q] = ie.

Then e^(iφ) Q e^(−iφ) = Q + i[φ,Q] = Q − e, so e^(−iφ) removes one charge e from the capacitor. The forward tunnelling operator is

Σ T_kq c†_q c_k e^(−iφ) e^(−ieVt/ħ).

The last factor supplies the energy eV. Measure each electron energy from the Fermi level of its own lead. If |n⟩ are circuit states with energies E_n above the ground state |0⟩, the golden rule gives

Γ = (2π/ħ) Σ_kq |T_kq|² Σ_n |⟨n|e^(−iφ)|0⟩|² δ(ε_k + eV − ε_q − E_n),

with ε_k < 0 and ε_q > 0. Define

P(E) = Σ_n |⟨n|e^(−iφ)|0⟩|² δ(E − E_n).

It is normalized because e^(−iφ) is unitary, and it vanishes for E < 0. The constant electronic factors, spin included, are collected in 1/(e²R_T). With hole energy h = −ε_k, energy conservation reads h + ε_q = eV − E, and

∫₀^∞dh ∫₀^∞dε_q δ(eV − E − h − ε_q) = eV − E for E < eV,

and zero otherwise. Reverse tunnelling would need −eV − E > 0, which is impossible. Hence I = eΓ is

I = (1/eR_T) ∫₀^{eV} (eV − E) P(E) dE.

For P(E) = δ(E) this is V/R_T, which confirms the constant. In differentiating, the upper limit contributes nothing because the integrand vanishes there:

R_T dI/dV = ∫₀^{eV} P(E) dE.

The differential conductance measures the probability that the circuit asks for less than eV.

**(b) Determine P(E) from the impedance seen by the junction, and find its mean energy.**

Solution. Writing the delta function as a time integral gives

P(E) = (1/2πħ) ∫dt e^(iEt/ħ) ⟨e^(iφ(t)) e^(−iφ(0))⟩.

A linear circuit is a set of oscillators, so φ = Σ_j √λ_j (b_j + b_j†). For operators with a number as commutator, e^A e^B = e^(A+B+[A,B]/2), and in the ground state ⟨e^L⟩ = e^(⟨L²⟩/2) for L linear in the oscillators. With A = iφ(t) and B = −iφ(0), the exponent is

−⟨φ²⟩ + ½⟨φ(t)φ(0) + φ(0)φ(t)⟩ + ½⟨[φ(t),φ(0)]⟩
= ⟨[φ(t) − φ(0)]φ(0)⟩ ≡ J(t).

Inserting the modes yields

J(t) = Σ_j λ_j (e^(−iω_j t) − 1).

The factor exp[λ_j(e^(−iω_j t) − 1)] is the characteristic function of a Poisson distribution. Each mode therefore receives a Poisson-distributed number of quanta with mean λ_j.

To find λ_j, apply a small current I_x to the junction terminals. The perturbation −(ħ/e)φI_x gives dQ/dt = I_x, as it should. Linear response then gives

φ(t) = (i/e) ∫₀^∞ds ⟨[φ(t),φ(t−s)]⟩ I_x(t−s)
= (2/e) Σ_j λ_j ∫₀^∞ds sin(ω_j s) I_x(t−s).

The voltage is (ħ/e)dφ/dt. Integration by parts moves the time derivative from I_x to the sine, so the voltage response to a unit current pulse is

z(s) = (2ħ/e²) Σ_j λ_j ω_j cos(ω_j s).

The impedance is Z_t(ω) = ∫₀^∞ds e^(−iωs) z(s). Its real part for ω > 0 follows from ∫₀^∞cos(ωs)cos(ω_j s)ds = (π/2)δ(ω−ω_j), and ħ/e² = R_K/2π:

Re Z_t(ω) = (R_K/2) Σ_j λ_j ω_j δ(ω−ω_j).

Consequently

J(t) = 2 ∫₀^∞ (dω/ω) [Re Z_t(ω)/R_K] (e^(−iωt) − 1).

For the resistor and capacitor in parallel, Z_t = 1/(1/R + iωC), so Re Z_t = R/(1 + ω²τ²).

The mean energy follows from short times. A current pulse of charge q first places q on the capacitor, so z(0⁺) = 1/C. Setting s = 0⁺ in the mode sum gives

⟨E⟩ = Σ_j λ_j ħω_j = (e²/2)z(0⁺) = e²/2C ≡ E_c.

The resistor changes how this energy is distributed, but not its mean.

**(c) Derive a closed equation for the distribution in the ohmic case.**

Solution. Use a = 2R/R_K, x = Eτ/ħ, v = eVτ/ħ and u = ωτ. Let p(x) be the density of x. The mean number of quanta in du is a du/[u(1+u²)], so the Poisson distributions give

p̂(s) = ∫₀^∞ p(x)e^(−sx)dx = e^(−aK(s)),
K(s) = ∫₀^∞ (1 − e^(−us))/[u(1+u²)] du.

Split 1/[u(1+u²)] = 1/u − u/(1+u²) and cut both integrals at a large Λ. The first gives ln(Λs) + γ, where γ is Euler's constant. The part of the second without the exponential gives ln Λ. The cut-off cancels:

K(s) = ln s + γ + g(s), g(s) = ∫₀^∞ u e^(−us)/(1+u²) du.

Numerical diagonalization of a capacitor coupled to many LC branches that imitate the resistor reproduces ln p̂ at s = 0.3, 1 and 5, with a largest absolute error of 2.6×10⁻⁴.

Differentiating the original form of K gives

−dp̂/ds = a p̂(s) ∫₀^∞ e^(−us)/(1+u²) du.

The left side is the Laplace transform of x p(x). The right side is a product of transforms, hence the transform of a convolution:

x p(x) = a ∫₀^x p(x′)/[1 + (x−x′)²] dx′.

**(d) Find the conductance at low bias, with its first correction. Which property of a more general series impedance fixes the exponent?**

Solution. Let F(x) = ∫₀^x p(x′)dx′, so that R_T dI/dV = F(v). There is no finite probability at x = 0, because p̂(s) → 0 as s → ∞. In the integral equation the kernel lies between 1/(1+x²) and 1, so

aF/(1+x²) ≤ xF′ ≤ aF.

Dividing by xF and subtracting a/x gives

−ax/(1+x²) ≤ d ln(F/x^a)/dx ≤ 0.

The lower bound is integrable at x = 0. Thus F/x^a rises to a finite positive limit B as x → 0, and F = Bx^a[1 + O(x²)]. To fix B, integrate the Laplace transform by parts and set x = y/s:

p̂(s) = s∫₀^∞F(x)e^(−sx)dx → B s^(−a)∫₀^∞y^a e^(−y)dy = BΓ(1+a)s^(−a).

For large s, g(s) → 0, so part (c) gives p̂ → e^(−γa)s^(−a). Therefore

B = e^(−γa)/Γ(1+a),
R_T dI/dV → B (eVRC/ħ)^(2R/R_K).

The conductance vanishes as V → 0. Since F/x^a decreases with x, the power law is also an upper bound at every bias in this model.

For the correction, put p = N x^(a−1)(1 + cx²) into the integral equation and expand the kernel as 1 − (x−x′)². The integral needed is

∫₀^x x′^(a−1)(x−x′)²dx′ = 2x^(a+2)/[a(a+1)(a+2)].

Comparing terms in x^(a+2) gives

c = ac/(a+2) − 2/[(a+1)(a+2)],

so c = −1/(a+1). Integrating p,

R_T dI/dV = B v^a {1 − a v²/[(a+1)(a+2)] + …}.

The exponent has a direct meaning. The mean number of quanta with energy above eV is approximately a ln(1/v) for small v. The Poisson probability of emitting none of them is therefore proportional to v^a. The quanta below eV add only a factor that tends to a constant, since for small v their energies scale with eV. As V falls, more modes lie above the available energy, and all of them must stay unexcited.

For another series impedance with finite Z(0) = R > 0 and a smooth response, 1/(1+u²) is replaced by r(u) = Re Z_t/R. Since r(0) = 1, the argument above gives the same exponent. Thus the exponent in the limit V → 0 is 2Z(0)/R_K. It is observed only at biases for which Re Z_t stays close to Z(0) at all frequencies up to eV/ħ. If, for example, 10 kΩ is shunted by a stray 1 pF and connected through a 100 Ω lead, Re Z_t falls towards 100 Ω above a voltage scale ħ/(e × 10 kΩ × 1 pF) = 0.066 µV, and at 10 µV the local exponent is near 2 × 100 Ω/R_K = 0.008 instead of 0.78. The prefactor depends on all frequencies: as s → ∞, the change in ln p̂ is −a∫₀^∞(du/u)[r(u) − 1/(1+u²)].

Take an inductor L = R²C in series with R. Then r = 1/[(1−u²)² + u²], and with w = u² the integral is

½∫₀^∞ (2−w)/(1+w³) dw = π/(3√3).

This holds because ∫₀^∞dw/(1+w³) and ∫₀^∞w dw/(1+w³) both equal 2π/(3√3); the substitution w → 1/w exchanges them, and their sum is ∫₀^∞dw/(1−w+w²) = 4π/(3√3). The prefactor is multiplied by exp[−πa/(3√3)].

**(e) Find the current at high bias and the approach to its asymptote.**

Solution. Extend the integral in part (a) to infinity and subtract what was added:

eR_T I = ∫₀^∞(eV−E)P dE + ∫_{eV}^∞(E−eV)P dE
= eV − E_c + D(V).

The remainder D is not negative, and it tends to zero because the mean energy is finite. Hence

R_T I → V − e/2C.

To obtain D, invert the Laplace transform. For Re s > 0,

g(s) = −Ci(s)cos s + [π/2 − Si(s)]sin s.

Both this expression and the integral defining g satisfy g″ + g = 1/s² and vanish at large positive s. Their difference would be a combination of sin s and cos s, so it is zero.

Now Ci(s) − ln s is an even entire function and Si(s) is an odd one. Thus p̂ can be continued to the whole plane cut along the negative real axis. In the left half-plane the continuation adds to the decaying part of g a term of modulus πe^(−|Im s|), which is bounded. Hence p̂ = O(|s|^(−a)), and for x > 0 the inversion contour can be folded onto the cut. On its upper side, s = ye^(iπ), the logarithm adds iπ, so

p̂ = M(y) e^(−iπa(1−cos y)),
M(y) = exp{−a[ln y + γ − Ci(y)cos y − (π/2 + Si(y))sin y]}.

The lower side has the complex conjugate. Their difference, taken with the direction of the contour, gives

p(x) = (1/π)∫₀^∞ e^(−xy) M(y) sin[πa(1−cos y)] dy.

Since ∫_v^∞(x−v)e^(−xy)dx = e^(−vy)/y²,

D = (ħ/τ)(1/π)∫₀^∞ e^(−vy) M(y) sin[πa(1−cos y)]/y² dy.

At large v small y dominates, where the sine is πay²/2 and M = 1 + πay/2 + …. Using (πa/2)(ħ/τ) = E_c,

D = (ħ/τ)(a/2v)[1 + E_c/(eV) + …].

Insert a = 2R/R_K and ħ = R_K e²/2π:

R_T I = V − e/2C + (R_K/R)(e/2πC)²/V + ….

The expansion requires eV ≫ E_c and eV ≫ ħ/RC. At fixed V, letting R → 0 gives p̂ → 1 and I = V/R_T, without an offset. The limits R → 0 and V → ∞ therefore cannot be exchanged.

For a ≪ 1, with a ln(1/v) also small if v < 1, at most one quantum matters. An emission with x < v reduces the scaled current by x, and one with x > v is forbidden and reduces it by v. The deficit is

V − R_T I ≈ (ħ/eτ) a [arctan v + (v/2)ln(1 + 1/v²)].

It tends to e/2C for v ≫ 1 and is smaller for v ≪ 1.

**(f) Evaluate the current for R = 10 kΩ, C = 1 fF and R_T = 1 MΩ. Where do the two laws hold?**

Solution. These are round model parameters. With R_K = 25.813 kΩ,

a = 2 × 10/25.813 = 0.7748.

The crossover voltage is ħ/(eRC) = 65.82 µV, and the offset is e/2C = 80.11 µV. The charging energy is 80.11 µeV, or 2.944×10⁻⁶ hartree. The integrals of part (e) give the following values.

V (µV) | R_T dI/dV | power law | V − R_T I (µV)
1 | 0.0270 | 0.0270 | 0.985
10 | 0.1600 | 0.1605 | 9.097
100 | 0.750 | 0.956 | 52.52
1000 | 0.998 | 5.69 | 78.27
2000 | 1.000 | 9.74 | 79.23

At 10 µV, v = 10/65.82 = 0.152. The correction in part (d) is 0.157v² = 0.0036, which lowers the power-law value 0.1605 to 0.1600. At 100 µV, v exceeds 1 and the power law fails. Between 1 and 2 µV the local exponent is 0.7747, close to a.

At 2000 µV the leading tail is 0.839 µV. Its next factor is 1 + 80.11/2000 = 1.040, giving 0.873 µV. The predicted deficit is 80.11 − 0.87 = 79.24 µV, against the computed 79.23 µV. An independent sum over electron–hole pairs and emitted quanta agrees with the integral for the scaled current eR_T Iτ/ħ at v = 0.5, 2 and 100, with a largest absolute error of 1.5×10⁻⁵.

The series resistance controls how soon the offset appears. At V = 1000 µV and the same C, the deficit is 78.3 µV for 10 kΩ, 63.3 µV for 1 kΩ and 22.1 µV for 0.1 kΩ. In the last case v = 1000/6582 = 0.152 and a = 0.00775, and the one-quantum formula gives 22.4 µV, about 1% above the full result.

With the inductor L = R²C, the conductance at v = 0.04 is multiplied by 0.6263; the prefactor formula predicts 0.6260. The exponents measured between v = 0.04 and 0.08 are 0.7759 with the inductor and 0.7737 without it. For a general impedance the kernel of the integral equation in part (c) becomes r(x−x′), by the same differentiation of ln p̂. The exponents lie on opposite sides of a because r(u) begins as 1 + u² in the first case and 1 − u² in the second, which reverses the sign of the v² correction. The offset with the inductor is 80.11 µV, as the capacitor argument requires.

Three approximations limit these numbers. First, zero temperature means k_B T ≪ eV. At 1 µV the two energies are equal at 11.6 mK, so the first row needs a much lower temperature.

Second, the mean voltage drop IR was neglected. At 2000 µV the current is 1921 pA and the drop is 19.2 µV, not small beside the offset. A dc estimate replaces V by V − IR on the right of the asymptotic law:

I ≈ (V − e/2C)/(R_T + R).

This changes the slope but leaves the voltage intercept at e/2C. In this estimate the offset should be read from the intercept, not from V − R_T I at one bias. The 1/V tail must be included in such a fit, because it lowers the intercept of a tangent by about twice its own size. The straight line through the computed currents at 1000 and 2000 µV meets the voltage axis at 77.4 µV, not at 80.1 µV.

Third, the circuit must relax between events. At high bias the mean number of events in a time RC is

Iτ/e ≈ [V/(e/2C)] × R/(2R_T) = (2000/80.11) × 0.005 = 0.12.

This is small but not negligible, and it grows with V. The same number equals IR/(e/C), so this condition coincides with the second one. The uncorrected law R_T I ≈ V − e/2C therefore applies in a window: V must be large compared with e/2C and ħ/(eRC), but small compared with (R_T/R)(e/C). The window is wide when both R_T ≫ R and R_T ≫ R_K, as assumed at the start. Its upper end marks where the derivation above stops, not where the offset disappears. In the classical charging picture (R ≫ R_K) the rate at high bias is (U − e/2C)/(eR_T), linear in the junction voltage U before the event, and the time average of U is V − IR at any event rate, which gives I = (V − e/2C)/(R_T + R) again. The full numerical output follows.

Calculated quantities

```
series resistance R = 10.0 kohm
capacitance C = 1.0 fF
tunnel resistance R_T = 1000 kohm
R_K = h/e^2 = 25.8128 kohm
R_T/R_K = 38.74, R/R_T = 0.010
exponent a = 2R/R_K = 0.77481
time RC = 10.00 ps
crossover voltage hbar/(eRC) = 65.821 uV
offset e/(2C) = 80.109 uV
charging energy E_c = 80.109 ueV = 2.9439e-06 hartree
low-bias prefactor exp(-gamma a)/Gamma(1+a) = 0.69128
temperature with k_B T = e * 1 uV: 11.60 mK
V (uV) | R_T dI/dV | power law | I (pA) | V - R_T I (uV)
     1 | 0.02696 | 0.02696 | 0.0152 | 0.9848
     2 | 0.04613 | 0.04613 | 0.0520 | 1.9480
     5 | 0.09374 | 0.09383 | 0.2642 | 4.7358
    10 | 0.15996 | 0.16054 | 0.9030 | 9.0970
    20 | 0.27081 | 0.27468 | 3.0746 | 16.9254
    50 | 0.51608 | 0.55866 | 15.1414 | 34.8586
   100 | 0.74958 | 0.95585 | 47.4813 | 52.5187
   200 | 0.91994 | 1.63542 | 132.8619 | 67.1381
   500 | 0.99009 | 3.32627 | 423.9819 | 76.0181
  1000 | 0.99797 | 5.69112 | 921.7323 | 78.2677
  2000 | 0.99954 | 9.73730 | 1920.7679 | 79.2321
local exponent between 1 and 2 uV = 0.77465
leading 1/V tail at 2000 uV = 0.8392 uV
deficit V - R_T I at V = 1000 uV, same C:
  R = 0.1 kohm: 22.148 uV, hbar/(eRC) = 6582.12 uV
  R = 1.0 kohm: 63.302 uV, hbar/(eRC) = 658.21 uV
  R = 10.0 kohm: 78.268 uV, hbar/(eRC) = 65.82 uV
exponent without inductor = 0.7737
exponent with L = R^2 C = 0.7759
conductance ratio with/without L at v=0.04: 0.6263
predicted prefactor ratio = 0.6260
offset with L = 80.109 uV
largest error of J, explicit circuit = 2.6e-04
largest error of scaled current, pair sum = 1.5e-05
```
